# Microiterative QM/MM Optimisation: Effective Hessian and Force Correction

Let $x$ be the coordinates of the quantum core, $y$ those of the classical environment, and $E(x,y)$ the total energy. If the environment is relaxed at every core position, the core moves on the surface $W(x)=E(x,y^*(x))$, where $E_y(x,y^*)=0$. Its gradient and Hessian are

$$W_x=E_x,\qquad W_{xx}=E_{xx}-E_{xy}E_{yy}^{-1}E_{yx}. \tag{1}$$

The second expression is the Schur complement of $E_{yy}$. Subscripts denote derivatives; a force is minus a gradient.

Under electrostatic embedding the true $E_y$ requires a quantum calculation, so the environment is relaxed on a cheap surrogate $S_k(y)$, built at the last quantum point $y_k$. Its forces must be corrected by a linear term:

$$\tilde S_k(y)=S_k(y)+\big[E_y(y_k)-S_{k,y}(y_k)\big]\cdot(y-y_k). \tag{2}$$

With this term the relaxation can come to rest only where the true environment force vanishes. Throughout, $E$ is taken to be smooth and $E_{yy}$ to be positive definite on the branch $y^*(x)$ being followed, so that the relaxed environment is a local minimum.

## Two springs by hand

Take one core coordinate and one environment coordinate. A spring $k$ ties $y$ to the origin, a spring $c$ joins $y$ to $x$, and a constant force $f$ pulls the core:

$$E=\tfrac12ky^2+\tfrac12c(y-x)^2-fx .$$

Relaxing $y$ gives $ky+c(y-x)=0$, hence $y^*=cx/(k+c)$ and $y^*-x=-kx/(k+c)$. Inserting both,

$$W=\frac{kc^2+ck^2}{2(k+c)^2}x^2-fx=\frac12\,\frac{kc}{k+c}\,x^2-fx .$$

The core feels two springs in series. Equation (1) gives the same: $E_{xx}=c$, $E_{xy}=-c$ and $E_{yy}=k+c$, so $W_{xx}=c-c^2/(k+c)=kc/(k+c)$. For $k\to\infty$ the environment is rigid and the bare value $c$ returns. For $k\to0$ it follows the core freely and the restoring force disappears.

The difference matters for the core step. Let the core be displaced by $e$ from its minimum, so that the relaxed gradient is $W_{xx}e$. A step with the effective Hessian, $-W_{xx}e/W_{xx}=-e$, lands on the minimum. A step with the bare Hessian leaves

$$e'=e-\frac{W_{xx}}{c}\,e=\frac{c}{k+c}\,e .$$

The bare step is too short, because it ignores that the environment will give way.

Now let the core be polarisable. Add $p^2/(2\alpha)-bpy$, where $p$ is an induced moment that stands for the electron density. Minimising over $p$ gives $p=\alpha by$. The added energy becomes $-\tfrac12\pi y^2$ with $\pi=\alpha b^2$, and the true curvature is $E_{yy}=k+c-\pi$. Polarisation softens the environment.

Suppose $p_k=\alpha by_k$ is kept frozen while $y$ relaxes. Then

$$(k+c)y_{k+1}-cx-\pi y_k=0 .$$

The fixed point is the true one, $y^*=cx/(k+c-\pi)$. Subtracting the fixed-point equation shows that the error is multiplied by $\pi/(k+c)$ per cycle, which is below one as long as $E_{yy}>0$.

A fitted charge model reproduces the interaction imperfectly. Let it replace $-bp_ky$ by $-s\,bp_ky$ with $s\ne1$. Without correction the cycle, if it converges, stops at $cx/(k+c-s\pi)$, which for $x\ne0$ is wrong however often the charges are refitted. At $y_k$, the true minus the surrogate gradient is $-\pi y_k+s\pi y_k=-(1-s)\pi y_k$. Adding this constant to the surrogate gradient gives

$$(k+c)y-cx-s\pi y_k-(1-s)\pi y_k=(k+c)y-cx-\pi y_k ,$$

and the correct fixed point is back. That the whole frozen-moment cycle returns is special to an interaction linear in $y$; in general the surrogate curvature remains approximate.

## The elimination in general

Differentiate the condition $E_y(x,y^*(x))=0$ with respect to $x$:

$$E_{yx}+E_{yy}\frac{dy^*}{dx}=0\quad\Rightarrow\quad \frac{dy^*}{dx}=-E_{yy}^{-1}E_{yx}. \tag{3}$$

The chain rule gives $W_x=E_x+(dy^*/dx)^{\mathsf T}E_y$. The second term vanishes because $E_y=0$, so no response of the environment is needed for the gradient. Differentiating $W_x=E_x(x,y^*(x))$ once more gives $W_{xx}=E_{xx}+E_{xy}\,dy^*/dx$, and inserting (3) gives (1). Since $E_{xy}E_{yy}^{-1}E_{yx}$ is positive semidefinite, relaxation never stiffens the core.

To see what happens to saddle points, write a joint displacement as $\delta y=-E_{yy}^{-1}E_{yx}\delta x+\eta$, where $\eta$ is the departure from the relaxed response. The quadratic form of the full Hessian is

$$\delta x^{\mathsf T}E_{xx}\delta x+2\,\delta x^{\mathsf T}E_{xy}\delta y+\delta y^{\mathsf T}E_{yy}\delta y
=\delta x^{\mathsf T}W_{xx}\delta x+\eta^{\mathsf T}E_{yy}\eta . \tag{4}$$

The terms mixing $\delta x$ and $\eta$ are $2\delta x^{\mathsf T}E_{xy}\eta-2\delta x^{\mathsf T}E_{xy}\eta=0$. The terms in $\delta x$ alone are $E_{xx}$, then $-2E_{xy}E_{yy}^{-1}E_{yx}$ from the cross term and $+E_{xy}E_{yy}^{-1}E_{yx}$ from the last. An invertible change of variables preserves the number of negative directions (Sylvester's law of inertia). With $E_{yy}>0$, the full Hessian therefore has as many negative eigenvalues as $W_{xx}$, and a first-order saddle of $W$ is a first-order saddle of $E$. The bare block $E_{xx}$ can miss the negative direction. The method fails for a saddle at which $E_{yy}$ itself has a negative eigenvalue, and where $E_{yy}$ becomes singular the branch may end.

In practice the relaxation is incomplete. Let $e=y-y^*$. Then $E_x(x,y)=W_x+E_{xy}e+O(e^2)$ and $E_y(x,y)=E_{yy}e+O(e^2)$. Eliminating $e$,

$$W_x=E_x-E_{xy}E_{yy}^{-1}E_y+O(e^2). \tag{5}$$

The first-order error of the core gradient can thus be removed with the residual environment gradient.

## Embedding and the frozen density

In electrostatic embedding the classical charges $Q_m$ at $\mathbf R_m$ enter the one-electron Hamiltonian. The energy is the minimum of a functional $F$ over the orbitals. At fixed $x$, let $\kappa$ be a set of independent orbital rotations, so that $F_\kappa=0$ at the converged density. By the argument that gave $W_x=E_x$, the environment gradient is the explicit derivative $E_y=F_y$. With electron number density $\rho$, nuclear charges $Z_A$, and $E_{\rm cl}$ for all remaining classical terms, in atomic units,

$$\frac{\partial E}{\partial\mathbf R_m}=\frac{\partial E_{\rm cl}}{\partial\mathbf R_m}
-Q_m\sum_AZ_A\frac{\mathbf R_m-\mathbf R_A}{|\mathbf R_m-\mathbf R_A|^3}
+Q_m\int\!\rho(\mathbf r)\frac{\mathbf R_m-\mathbf r}{|\mathbf R_m-\mathbf r|^3}\,d^3r .$$

This holds in a finite basis because the basis functions do not sit on the classical sites. They do move with the core nuclei, and then the overlap matrix $\mathbf S$ in the orthonormality constraint changes too. For closed-shell Hartree–Fock the constraint, with the orbital energies $\varepsilon_i$ as multipliers, adds $-2\sum_i\varepsilon_i\,\mathbf C_i^{\mathsf T}\mathbf S_x\mathbf C_i$ to the core gradient, where $\mathbf C_i$ are the occupied orbital coefficients.

Keeping the density frozen while $y$ moves gives the curvature $F_{yy}$. The true curvature follows from the elimination already done, with $\kappa$ now the relaxed variable:

$$E_{yy}=F_{yy}-P,\qquad P=F_{y\kappa}F_{\kappa\kappa}^{-1}F_{\kappa y}\ge0 . \tag{6}$$

Relaxing $y$ at the density of $y_k$ means $F_y(\kappa_k,y_{k+1})=0$. With $e_k=y_k-y^*$, the density error is $-F_{\kappa\kappa}^{-1}F_{\kappa y}e_k$ to first order, so

$$F_{yy}e_{k+1}-Pe_k=0\quad\Rightarrow\quad e_{k+1}=F_{yy}^{-1}P\,e_k .$$

This matrix has the eigenvalues of $F_{yy}^{-1/2}PF_{yy}^{-1/2}=1-F_{yy}^{-1/2}E_{yy}F_{yy}^{-1/2}$. The left side shows that they are not negative, the right side that they lie below one. A frozen density therefore converges locally whenever $E_{yy}>0$. If neither minimisation ends above its starting value, the energy also cannot rise:

$$E(y_{k+1})\le F(D_k,y_{k+1})\le F(D_k,y_k)=E(y_k),$$

where $D_k$ is the density matrix converged at $y_k$.

## Fitted charges and the force correction

It is cheaper to represent the core by atomic charges $q_k$ fitted to its electrostatic potential at $y_k$. The surrogate $S_k$ then contains $E_{\rm cl}$ and the Coulomb energy between $q_k$ and the sites. Its force is in general wrong even at $y_k$. The minimum of (2) satisfies

$$S_{k,y}(y_{k+1})-S_{k,y}(y_k)+E_y(y_k)=0 . \tag{7}$$

If $y_{k+1}=y_k$, the first two terms cancel and $E_y(y_k)=0$: every fixed point is stationary on the true surface, whatever the quality of the charges. The speed depends on how well the surrogate curvature matches the true one. To first order the difference in (7) is $S_{yy}(e_{k+1}-e_k)$, while $E_y(y_k)=E_{yy}e_k$. The charges also depend on $y_k$, but a change of order $e_k$ in $S_{yy}$ multiplies a difference that is itself of first order. Hence

$$e_{k+1}=(1-S_{yy}^{-1}E_{yy})\,e_k . \tag{8}$$

Convergence requires all eigenvalues of this matrix to be below one in magnitude. Unlike the frozen density, fitted charges do not guarantee this: a surrogate less than half as stiff as the true surface along a common eigenvector keeps the cycle from converging to $y^*$.

Without the correction, a cycle that converges stops at a point $y^u$ where the surrogate force vanishes but in general $E_y(y^u)\ne0$. Expanding the true gradient about $y^*$ gives the displacement

$$y^u-y^*\simeq E_{yy}^{-1}E_y(y^u). \tag{9}$$

The algorithm is then as follows.

1. At the current $(x,y_k)$, converge the embedded density and compute $E$, $E_x$ and $E_y$.
2. If $E_y$ is above its threshold, fit the charges, form the correction in (2), minimise $\tilde S_k$ classically, and return to step 1.
3. If $E_y$ is small, test $E_x$. If that is small too, stop.
4. Otherwise take a core step with $W_{xx}$ or an approximation to it, and return to step 1 with the last environment as the starting point.

With a Hessian $H_0$ in step 4, the core error is multiplied near the minimum by $1-H_0^{-1}W_{xx}$. This vanishes for the current Schur complement, which is Newton's method on $W$.

## BH between four charges

The example is a BH molecule in restricted Hartree–Fock theory with the 6-31G basis, on a line with four model charges of $\mp0.4\,e$. Each charge is tethered with $0.05$ hartree/bohr² and repels both atoms exponentially. All six particles move along the line. Electron correlation and transverse motion are left out, and the surroundings represent no particular material. The restricted solution is a minimum only among closed-shell orbital rotations, which is the space of $\kappa$ in (6) here; at the optimised geometry a spin-unrestricted solution lies 3.4 millihartree lower. The remaining parameters are in the numerical output.

The relaxed bond length is $2.263$ bohr, or $1.198$ Å. This and all numbers below belong to the 6-31G basis and are not converged with respect to it: the bond is $2.270$ bohr in aug-cc-pVDZ and $2.251$ bohr in cc-pVTZ. The core has a stiff stretch and a soft mode that is nearly a translation between the neighbouring charges. Relaxation lowers the two curvatures by similar amounts but in very different proportions:

$$0.5176\to0.5106,\qquad 0.01756\to0.01253\ \text{hartree/bohr}^2 .$$

The stretch loses about 1%, the soft mode 29%. In the two larger bases the curvatures rise by 1 to 3%, and these proportions stay nearly the same. As in the spring example, the neighbours give way: when both atoms move together by a small amount, the charge next to B follows by 0.33 of that amount and the charge next to H by 0.24. Differences of gradients at explicitly relaxed geometries agree with (1) to $1.4\times10^{-7}$ hartree/bohr².

The soft mode also shows how the bare block misleads. Subtract $0.01504$ hartree/bohr² from the core diagonal. The lowest bare eigenvalue becomes $0.01756-0.01504=+0.0025$, the effective one $0.01253-0.01504=-0.0025$. The full matrix then has one negative eigenvalue, as (4) requires.

The core is optimised until no component of its gradient exceeds $10^{-7}$ hartree/bohr. With Hessians recomputed at each step, the Schur complement needs 3 core steps and the bare block 10. The bare block should multiply the error by about $1-0.01253/0.01756=0.29$ per step; the full matrix gives 0.2881 and the run shows 0.2882.

With Hessians kept from the starting geometry, where the bond is 2.35 bohr long, the advantage disappears in this run: both choices need 10 steps. The stretch curvature of $W$ was $0.4027$ at the start and is $0.5106$ at the minimum. If the eigenvectors were unchanged, the error factor would be $1-0.5106/0.4027=-0.27$; the actual value is $-0.28$. The old Schur complement describes the soft mode well but overshoots in the stretch. The old bare block has factors $-0.26$ and $0.31$, which is hardly worse.

Fewer steps do not mean proportionally less work. Each Hessian here costs 12 quantum calculations, two for each of six coordinates. The 3-step run uses 62 in all. The run with the fixed Schur complement uses 53, or 65 once the 12 for its initial Hessian are added. Three steps instead of ten thus save only 3 calculations at this tight threshold. With a looser one, the fixed Hessian needs fewer steps and can be the cheaper choice: at $10^{-5}$ hartree/bohr it takes 6 steps and 53 calculations including its Hessian, against 3 steps and 62.

For an unrelaxed environment, halving the site displacements from 0.02 to 0.01 bohr halves the plain core-gradient error, from 522 to 259 microhartree/bohr. The error after (5) falls from 6.0 to 1.5, a factor of four, as a second-order error should.

Near the solution, the slowest error component in the environment is multiplied by 0.015 per cycle with a frozen density and by 0.064 with corrected fitted charges (0.023 and 0.048 in aug-cc-pVDZ, 0.020 and 0.047 in cc-pVTZ). The small second factor says little about the fitted charges, $\mp0.44\,e$ on B and H: with both charges set to zero it is still only 0.088. The tether, the repulsion and the Coulomb terms between the sites are common to $S_{yy}$ and $E_{yy}$ and supply most of the curvature: the tether alone is $0.05$, and the eigenvalues of $E_{yy}$ lie between $0.040$ and $0.066$ hartree/bohr². The error of the charge model, a neutral pair on B and H, shows in the forces. Without the correction, the relaxation at the optimal core position stops with a true gradient of up to $0.0053$ hartree/bohr. The charge next to B is then displaced by $-0.088$ bohr, where (9) predicts $-0.085$. These values depend on the fit and the basis. The charges here are fitted on spheres of radius 5 to 7 bohr around the bond centre; radii of 3.5 and 4.5 bohr give $\mp0.30\,e$, $0.0063$ hartree/bohr and $-0.107$ bohr, and cc-pVTZ with the original radii gives $\mp0.49\,e$, $0.0047$ and $-0.079$.

The false environment in turn pulls on the core. Its gradient on B and H is $0.00184$ and $0.00065$ hartree/bohr. For a pure translation, the projection on the normalised mode is $(0.00184+0.00065)/\sqrt2=0.00176$. If the false environment follows the core roughly as the true one does, the soft curvature $0.01253$ still applies. Division by it gives a displacement of about $0.14$ bohr against the gradient, or $-0.14/\sqrt2=-0.10$ bohr for each atom. The uncorrected optimisation indeed ends with both atoms shifted by about $-0.10$ bohr, while the bond length is wrong by only $0.0016$ bohr. A good bond length is therefore no evidence that the embedding forces are right.

The final energy lies 490 microhartree above the local minimum found with the correct forces. It is only a local minimum because nothing in the model keeps opposite site charges from collapsing onto each other. Equation (4), with a factor of one half, accounts for most of the 490 microhartree. The core shift contributes $\tfrac12(0.01253)(0.105^2+0.103^2)$ hartree, about 136 microhartree. The environment contributes half the product of its residual gradient and displacement, about 343 microhartree if the values at the optimal core position are used. The sum, 479 microhartree, is close to the computed excess. Relaxing the environment correctly at the false core position splits the excess directly into 137 microhartree for the core and 353 for the environment. In this model, most of the energy error sits in the environment.

## Calculated quantities

```
Site charges: -0.4 0.4 -0.4 0.4 e
Site anchors: -9.0 -4.8 6.8 11.0 bohr
Tether constant: 0.05 hartree/bohr^2
Repulsion prefactors B, H: 80.0 30.0 hartree
Repulsion decay: 1.8 1/bohr
Starting core z_B, z_H: 0.30 2.65 bohr
Start energy, environment relaxed: -25.18830089 hartree
Optimised core z_B, z_H: -0.03776 2.22560 bohr
Optimised sites: -8.79605 -5.14388 7.17768 10.76225 bohr
Optimised bond length: 2.26336 bohr
Optimised bond length: 1.19772 angstrom
Minimum energy: -25.19094552 hartree
Fitted charges B, H: -0.44469 0.44469 e
Bare core Hessian BB, BH, HH: 0.273195 -0.249971 0.261989 hartree/bohr^2
Effective Hessian BB, BH, HH: 0.264749 -0.248994 0.258333 hartree/bohr^2
Bare core eigenvalues: 0.017558 0.517626 hartree/bohr^2
Effective eigenvalues: 0.012527 0.510556 hartree/bohr^2
Start bare eigenvalues: 0.017944 0.409537 hartree/bohr^2
Start effective eigenvalues: 0.012471 0.402655 hartree/bohr^2
Environment Hessian eigenvalues: 0.040115 0.042034 0.059289 0.065960 hartree/bohr^2
Site response to z_B: -0.05104 0.36638 -0.01124 0.01101 (dimensionless)
Site response to z_H: 0.01757 -0.03764 0.25442 -0.04754 (dimensionless)
Shift for eigenvalue-count test: 0.015042 hartree/bohr^2
Recomputed effective Hessian: core steps 3, QM calls 62, classical steps 72
Recomputed bare Hessian: core steps 10, QM calls 178, classical steps 147
Fixed effective Hessian: core steps 10, QM calls 53, classical steps 133
Fixed bare Hessian: core steps 10, QM calls 59, classical steps 150
Recomputed-bare error factor predicted, seen: 0.2881 0.2882 (dimensionless)
Fixed-effective error factors: -0.2817 0.0063 (dimensionless)
Fixed-bare error factors: -0.2601 0.3093 (dimensionless)
Largest frozen-density error factor: 0.01525 (dimensionless)
Fitted-charge cycle spectral radius: 0.06432 (dimensionless)
Alternating energies above minimum: 3998.5936 0.4536 0.0001 0.0000 microhartree
Plain core-gradient errors, site shifts 0.02 and 0.01 bohr: 521.711 259.420 microhartree/bohr
Repaired core-gradient errors, same shifts: 5.956 1.482 microhartree/bohr
Uncorrected site gradient at fixed core: 0.000721 -0.005277 -0.003197 0.000570 hartree/bohr
Uncorrected site displacement: 0.03050 -0.08849 -0.05769 0.02180 bohr
First-order displacement estimate: 0.02909 -0.08517 -0.05886 0.02241 bohr
Uncorrected core gradient at fixed core: 0.001839 0.000651 hartree/bohr
Uncorrected final core shift: -0.10487 -0.10328 bohr
Uncorrected bond-length error: 0.001587 bohr
Uncorrected energy excess: 490.331 microhartree
Largest force-test difference: 1.0e-09 hartree/bohr
Largest relaxed-gradient difference: 1.7e-09 hartree/bohr
Largest Schur-test difference: 1.4e-07 hartree/bohr^2
Largest orbital-response difference: 1.4e-09 hartree/bohr^2
Largest cycle-Jacobian difference: 7.3e-07 (dimensionless)
```
